# Pachner moves in the Ponzano–Regge and Turaev–Viro state sums: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""
Result under test: the simplicial state sum with weights
    interior edge Delta, interior triangle 1/theta, tetrahedron Tet
is unchanged by the 2-3 move; the 1-4 move multiplies it by sum_x Delta_x^2,
which diverges for q = 1 (Ponzano-Regge) and is finite for q = exp(i pi/r)
(Turaev-Viro), where a factor 1/Lambda_r per vertex restores invariance.

Labels in the code are doubled spins (integers a = 2j).
Delta, theta, Tet: planar networks with loop value -(q + 1/q).
eij: label of the edge joining vertices i and j of the triangulation.
r = None means q = 1, treated in exact rational arithmetic.
"""
from fractions import Fraction
from functools import lru_cache
from itertools import combinations, product
from math import pi, sin, sqrt
import numpy as np
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan


class Weights:
    def __init__(self, r=None):
        self.r = r
        if r is None:
            self.ints = [Fraction(n) for n in range(260)]
        else:
            self.ints = [sin(pi * n / r) / sin(pi / r) for n in range(2 * r + 2)]
            self.ints[r] = 0.0
        self.fac = [self.ints[1]]
        for n in range(1, len(self.ints)):
            self.fac.append(self.fac[-1] * self.ints[n])
        self.theta = lru_cache(None)(self._theta)
        self.tet = lru_cache(None)(self._tet)

    def ok(self, a, b, c):
        return ((a + b + c) % 2 == 0 and abs(a - b) <= c <= a + b
                and (self.r is None or a + b + c <= 2 * (self.r - 2)))

    def channels(self, a, b):
        return [c for c in range(abs(a - b), a + b + 1, 2) if self.ok(a, b, c)]

    def delta(self, a):
        return (-1) ** a * self.ints[a + 1]

    def _theta(self, a, b, c):
        f = self.fac
        m, n, p = (a + b - c) // 2, (b + c - a) // 2, (a + c - b) // 2
        total = m + n + p
        return ((-1) ** total * f[total + 1] * f[m] * f[n] * f[p]
                / (f[a] * f[b] * f[c]))

    def _tet(self, e12, e13, e14, e23, e24, e34):
        f = self.fac
        tri = [(e12 + e13 + e23) // 2, (e12 + e14 + e24) // 2,
               (e13 + e14 + e34) // 2, (e23 + e24 + e34) // 2]
        quad = [(e12 + e34 + e13 + e24) // 2, (e12 + e34 + e14 + e23) // 2,
                (e13 + e24 + e14 + e23) // 2]
        front = f[0]
        for t in tri:
            for u in quad:
                front = front * f[u - t]
        for e in (e12, e13, e14, e23, e24, e34):
            front = front / f[e]
        total = 0
        for s in range(max(tri), min(quad) + 1):
            term = (-1) ** s * f[s + 1]
            for t in tri:
                term = term / f[s - t]
            for u in quad:
                term = term / f[u - s]
            total = total + term
        return front * total

    def tet_ok(self, e12, e13, e14, e23, e24, e34):
        return (self.ok(e12, e13, e23) and self.ok(e12, e14, e24)
                and self.ok(e13, e14, e34) and self.ok(e23, e24, e34))


def close(a, b, tol=1e-9):
    return abs(a - b) <= tol * max(1.0, abs(a), abs(b))


classical = Weights()
quantum5 = Weights(5)
small_tets = {w: [e for e in product(range(4), repeat=6) if w.tet_ok(*e)]
              for w in (classical, quantum5)}


# ---- networks contracted as explicit matrices on two-state strands ----
def check_networks(w):
    q = 1.0 if w.r is None else np.exp(1j * pi / w.r)
    cup = np.array([[0, -q], [1, 0]], dtype=complex)
    cap = np.linalg.inv(cup)
    turn = np.outer(cup.ravel(), cap.ravel())
    proj = [np.eye(1), np.eye(2)]
    for n in range(1, 4):
        wide = np.kron(proj[n], np.eye(2))
        hook = np.kron(np.eye(2 ** (n - 1)), turn)
        ratio = float(w.delta(n - 1) / w.delta(n))
        proj.append(wide - ratio * wide @ hook @ wide)

    def nested(pair, m):
        v = np.ones(1, dtype=complex)
        for _ in range(m):
            v = np.einsum('ab,i->aib', pair, v).ravel()
        return v

    for n in range(5):
        loop = nested(cap, n) @ np.kron(proj[n], np.eye(2 ** n)) @ nested(cup, n)
        assert close(loop, float(w.delta(n)))

    @lru_cache(None)
    def merge(a, b, c):
        m = (a + b - c) // 2
        row = nested(cap, m)[None, :]
        k = np.kron(np.kron(np.eye(2 ** (a - m)), row), np.eye(2 ** (b - m)))
        return proj[c] @ k @ np.kron(proj[a], proj[b])

    @lru_cache(None)
    def split(a, b, c):
        m = (a + b - c) // 2
        col = nested(cup, m)[:, None]
        k = np.kron(np.kron(np.eye(2 ** (a - m)), col), np.eye(2 ** (b - m)))
        return np.kron(proj[a], proj[b]) @ k @ proj[c]

    def schur_scalar(op, x):
        value = np.trace(op) / np.trace(proj[x])
        assert np.allclose(op, value * proj[x], atol=1e-9)
        return value

    for a, b, c in product(range(4), repeat=3):
        if w.ok(a, b, c):
            value = schur_scalar(merge(a, b, c) @ split(a, b, c), c)
            assert close(value * float(w.delta(c)), float(w.theta(a, b, c)))
            assert abs(w.theta(a, b, c)) > 1e-6
    for x, p1, p2, q1, q2, g in small_tets[w]:
        op = (merge(p2, q2, x)
              @ np.kron(np.eye(2 ** p2), merge(g, q1, q2))
              @ np.kron(split(p2, g, p1), np.eye(2 ** q1))
              @ split(p1, q1, x))
        value = schur_scalar(op, x) * float(w.delta(x))
        assert close(value, float(w.tet(x, p1, p2, q1, q2, g)))
    return len(small_tets[w])


n_net_classical = check_networks(classical)
n_net_quantum = check_networks(quantum5)


# ---- Wigner 6j, with sign, from Clebsch-Gordan recoupling ----
@lru_cache(None)
def cg(a, ma, b, mb, c):
    mc = ma + mb
    if abs(ma) > a or abs(mb) > b or abs(mc) > c:
        return 0.0
    h = [Rational(k, 2) for k in (a, b, c, ma, mb, mc)]
    return float(clebsch_gordan(*h))


def sixj_from_network(w, e12, e13, e14, e23, e24, e34):
    norm = abs(w.theta(e12, e13, e23) * w.theta(e12, e14, e24)
               * w.theta(e13, e14, e34) * w.theta(e23, e24, e34))
    return float(w.tet(e12, e13, e14, e23, e24, e34)) / sqrt(norm)


for a, b, f, e, d, c in small_tets[classical]:
    overlap = 0.0
    for ma in range(-a, a + 1, 2):
        for mb in range(-b, b + 1, 2):
            mc = d - ma - mb
            if abs(mc) <= c:
                overlap += (cg(a, ma, b, mb, e) * cg(e, ma + mb, c, mc, d)
                            * cg(b, mb, c, mc, f) * cg(a, ma, f, mb + mc, d))
    sign = (-1) ** ((a + b + c + d) // 2)
    sixj = sign * overlap / sqrt((e + 1) * (f + 1))
    assert close(sixj, sixj_from_network(classical, a, b, f, e, d, c))

# ---- truncated triangle rule from repeated fusion with spin 1/2 ----
step = np.diag(np.ones(3), 1) + np.diag(np.ones(3), -1)
fusion = [np.eye(4), step]
for _ in range(2):
    fusion.append(step @ fusion[-1] - fusion[-2])
for a, b, c in product(range(4), repeat=3):
    assert round(fusion[a][b, c]) == int(quantum5.ok(a, b, c))


# ---- 2-3 move: vertices 1,2,3 shared, apexes 4 and 5 ----
def two_tets(w, e12, e13, e23, e14, e24, e34, e15, e25, e35):
    if not w.ok(e12, e13, e23):
        return 0
    return (w.tet(e12, e13, e14, e23, e24, e34)
            * w.tet(e12, e13, e15, e23, e25, e35) / w.theta(e12, e13, e23))


def three_tets_terms(w, e12, e13, e23, e14, e24, e34, e15, e25, e35):
    terms = {}
    for x in w.channels(e14, e15):
        if w.ok(e24, e25, x) and w.ok(e34, e35, x):
            terms[x] = (w.delta(x) * w.tet(e12, e14, e15, e24, e25, x)
                        * w.tet(e13, e14, e15, e34, e35, x)
                        * w.tet(e23, e24, e25, e34, e35, x)
                        / (w.theta(e14, e15, x) * w.theta(e24, e25, x)
                           * w.theta(e34, e35, x)))
    return terms


def check_23(w):
    count, forbidden = 0, 0
    for lab in product(range(4), repeat=9):
        e12, e13, e23, e14, e24, e34, e15, e25, e35 = lab
        if (w.ok(e12, e14, e24) and w.ok(e13, e14, e34) and w.ok(e23, e24, e34)
                and w.ok(e12, e15, e25) and w.ok(e13, e15, e35)
                and w.ok(e23, e25, e35)):
            left, right = two_tets(w, *lab), sum(three_tets_terms(w, *lab).values())
            assert left == right if w.r is None else close(left, right)
            count += 1
            forbidden += not w.ok(e12, e13, e23)
    assert forbidden > 0
    return count, forbidden


count_classical = check_23(classical)
count_quantum = check_23(quantum5)


# ---- 1-4 move: new vertex 0 joined to 1..4 by x1..x4 ----
def four_tets(w, outer, cut_x2, cut_rest=10 ** 9):
    e12, e13, e14, e23, e24, e34 = outer
    total = 0
    for x2 in range(cut_x2 + 1):
        for x1, x3, x4 in product(w.channels(x2, e12), w.channels(x2, e23),
                                  w.channels(x2, e24)):
            if (max(x1, x3, x4) > cut_rest or not w.ok(x1, x3, e13)
                    or not w.ok(x1, x4, e14) or not w.ok(x3, x4, e34)):
                continue
            top = (w.delta(x1) * w.delta(x2) * w.delta(x3) * w.delta(x4)
                   * w.tet(x1, x2, x3, e12, e13, e23)
                   * w.tet(x1, x2, x4, e12, e14, e24)
                   * w.tet(x1, x3, x4, e13, e14, e34)
                   * w.tet(x2, x3, x4, e23, e24, e34))
            low = (w.theta(x1, x2, e12) * w.theta(x1, x3, e13)
                   * w.theta(x1, x4, e14) * w.theta(x2, x3, e23)
                   * w.theta(x2, x4, e24) * w.theta(x3, x4, e34))
            total = total + top / low
    return total


def lambda_cut(twice_cut):
    n = twice_cut + 1
    return Fraction(n * (n + 1) * (2 * n + 1), 6)


def lambda_root(r):
    return r / (2 * sin(pi / r) ** 2)


for outer in small_tets[classical][::7]:
    assert four_tets(classical, outer, 5) == lambda_cut(5) * classical.tet(*outer)
for outer in small_tets[quantum5]:
    assert close(four_tets(quantum5, outer, 3),
                 lambda_root(5) * quantum5.tet(*outer))
zero_outer = (4, 4, 3, 4, 3, 3)
assert classical.tet_ok(*zero_outer) and classical.tet(*zero_outer) == 0
zero_sum = four_tets(classical, zero_outer, 8)
assert zero_sum == 0

ones = (2,) * 6
cut_rows = []
for cut in (1, 2, 5, 10, 20, 40):
    one_edge = four_tets(classical, ones, 2 * cut) / classical.tet(*ones)
    assert one_edge == lambda_cut(2 * cut)
    all_edges = four_tets(classical, ones, 2 * cut, 2 * cut) / classical.tet(*ones)
    cut_rows.append((cut, int(one_edge), float(all_edges / one_edge)))
assert abs(cut_rows[-1][2] - 1) < 0.6 * abs(cut_rows[-2][2] - 1)

root_rows = []
for r in (5, 10, 20, 50, 100):
    w = Weights(r)
    factor = four_tets(w, ones, r - 2) / w.tet(*ones)
    assert close(factor, lambda_root(r), 1e-7)
    root_rows.append((r, sixj_from_network(w, *ones), factor,
                      factor / (r ** 3 / (2 * pi ** 2))))
sixj_one = sixj_from_network(classical, *ones)
assert abs(root_rows[-1][1] - sixj_one) < 0.01
assert abs(root_rows[-1][3] - 1) < 0.01


# ---- closed three-sphere from two different triangulations ----
def sphere(w, n_vertices, tets, triangles):
    n = w.r - 1
    tet_array, inv_theta = np.zeros((n,) * 6), np.zeros((n,) * 3)
    for e in product(range(n), repeat=6):
        if w.tet_ok(*e):
            tet_array[e] = w.tet(*e)
    for t in product(range(n), repeat=3):
        if w.ok(*t):
            inv_theta[t] = 1 / w.theta(*t)
    dims = np.array([w.delta(a) for a in range(n)])
    letter = dict(zip(combinations(range(n_vertices), 2), 'abcdefghij'))

    def word(vertices):
        return ''.join(letter[p] for p in combinations(vertices, 2))

    words = [word(t) for t in tets] + [word(t) for t in triangles]
    words += list(letter.values())
    arrays = [tet_array] * len(tets) + [inv_theta] * len(triangles)
    arrays += [dims] * len(letter)
    raw = float(np.einsum(','.join(words) + '->', *arrays))
    return raw, raw / lambda_root(w.r) ** n_vertices


raw2, z2 = sphere(quantum5, 4, [(0, 1, 2, 3)] * 2, list(combinations(range(4), 3)))
raw5, z5 = sphere(quantum5, 5, list(combinations(range(5), 4)),
                  list(combinations(range(5), 3)))
assert close(z2, 1 / lambda_root(5)) and close(z5, 1 / lambda_root(5))

# ---- worked numbers (all dimensionless) ----
print("All quantities dimensionless; outer spins 1 in the examples")
print("networks contracted: q=1:", n_net_classical, " r=5:", n_net_quantum)
print("2-3 labelings tested (total, shared triangle forbidden):")
print("  q=1:", count_classical, " r=5:", count_quantum)
nine = (2,) * 9
for name, w in (("q=1", classical), ("r=5", quantum5)):
    print(f"{name}: theta(1,1,1) = {float(w.theta(2, 2, 2)):.6f}, "
          f"Tet = {float(w.tet(*ones)):.6f}, "
          f"6j = {sixj_from_network(w, *ones):.6f}")
    terms = three_tets_terms(w, *nine)
    for x, term in terms.items():
        print(f"  2-3 term, inner spin {x / 2:.0f}: {float(term):.6f}")
    print(f"  three tetrahedra: {float(sum(terms.values())):.6f}, "
          f"two tetrahedra: {float(two_tets(w, *nine)):.6f}")
print("1-4 move, q=1: cutoff L, factor with one edge cut,")
print("  (all edges cut)/(one edge cut), L*(that ratio - 1)")
for cut, factor, ratio in cut_rows:
    print(f"  {cut:3d} {factor:8d} {ratio:.6f} {cut * (ratio - 1):.4f}")
print("1-4 sum for outer spins (2,2,3/2,2,3/2,3/2), L=4:", zero_sum)
print("1-4 move, root of unity: r, 6j(all spins 1), factor Lambda_r,")
print("  Lambda_r/(r^3/(2 pi^2))")
for r, sixj, factor, ratio in root_rows:
    print(f"  {r:3d} {sixj:.6f} {factor:.6f} {ratio:.6f}")
print(f"three-sphere, r=5, 2 tetrahedra: raw sum {raw2:.6f}, Z = {z2:.8f}")
print(f"three-sphere, r=5, 5 tetrahedra: raw sum {raw5:.6f}, Z = {z5:.8f}")
print(f"1/Lambda_5 = {1 / lambda_root(5):.8f}")
print("checks complete")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 281, in <module>
    assert close(factor, lambda_root(r), 1e-7)
AssertionError
```

The author's reading of the failure: The fault was numerical, not physical: at r = 100 three quantum factorials of about 10^120 were multiplied together in the Tet formula before anything was divided out. This exceeded the floating-point range, so the 1-4 factor was no longer a number and its comparison with Lambda_r failed. The program now alternates multiplications and divisions in that prefactor, largest factorials first, which is the same formula with bounded intermediate values. No tested quantity, case or tolerance is changed.

The change:

```diff
@@ -57,10 +57,12 @@
         quad = [(e12 + e34 + e13 + e24) // 2, (e12 + e34 + e14 + e23) // 2,
                 (e13 + e24 + e14 + e23) // 2]
+        # large factorials are multiplied and divided in turn to avoid overflow
+        strands = sorted((u - t for t in tri for u in quad), reverse=True)
+        edges = sorted((e12, e13, e14, e23, e24, e34), reverse=True)
         front = f[0]
-        for t in tri:
-            for u in quad:
-                front = front * f[u - t]
-        for e in (e12, e13, e14, e23, e24, e34):
-            front = front / f[e]
+        for k, n in enumerate(strands):
+            front = front * f[n]
+            if k < len(edges):
+                front = front / f[edges[k]]
         total = 0
         for s in range(max(tri), min(quad) + 1):
```

Output now:

```
All quantities dimensionless; outer spins 1 in the examples
networks contracted: q=1: 181  r=5: 120
2-3 labelings tested (total, shared triangle forbidden):
  q=1: (1618, 123)  r=5: (800, 48)
q=1: theta(1,1,1) = -3.000000, Tet = 1.500000, 6j = 0.166667
  2-3 term, inner spin 0: -1.000000
  2-3 term, inner spin 1: -0.375000
  2-3 term, inner spin 2: 0.625000
  three tetrahedra: -0.750000, two tetrahedra: -0.750000
r=5: theta(1,1,1) = -0.618034, Tet = -0.145898, 6j = -0.381966
  2-3 term, inner spin 0: -0.055728
  2-3 term, inner spin 1: 0.021286
  three tetrahedra: -0.034442, two tetrahedra: -0.034442
1-4 move, q=1: cutoff L, factor with one edge cut,
  (all edges cut)/(one edge cut), L*(that ratio - 1)
    1       14 0.397156 -0.6028
    2       55 0.569104 -0.8618
    5      506 0.767577 -1.1621
   10     3311 0.868854 -1.3115
   20    23821 0.929997 -1.4001
   40   180441 0.963788 -1.4485
1-4 sum for outer spins (2,2,3/2,2,3/2,3/2), L=4: 0
1-4 move, root of unity: r, 6j(all spins 1), factor Lambda_r,
  Lambda_r/(r^3/(2 pi^2))
    5 -0.381966 7.236068 1.142674
   10 0.145898 52.360680 1.033558
   20 0.163422 408.634582 1.008265
   50 0.166216 6340.913895 1.001317
  100 0.166556 50677.261778 1.000329
three-sphere, r=5, 2 tetrahedra: raw sum 378.885438, Z = 0.13819660
three-sphere, r=5, 5 tetrahedra: raw sum 2741.640786, Z = 0.13819660
1/Lambda_5 = 0.13819660
checks complete
```
